\section*{When two wavy elastic surfaces favour full contact over separation}

\section{Full contact against separation}

\textit{Q.} Two wavy solids touch at their crests. Adhesion would close the troughs, and elasticity resists. Before you weigh one against the other, what is the gap, and how may the solids deform?

\textit{A.} Let $x$ run across the ripples. When the crests just touch and both solids are undeformed, the gap is
\begin{equation}
g_0(x)=h(1+\cos kx),\qquad k=\frac{2\pi}{L}.
\label{gap}
\end{equation}
The amplitude is $h$, so the widest gap is $2h$. I call the places of widest gap troughs; they lie at $x=0,\pm L,\dots$, and the crests touch halfway between them. Nothing varies along the ripples and nothing moves in that direction, which is plane strain. Each solid is isotropic and linearly elastic, with Young's modulus $E_i$ and Poisson's ratio $\nu_i$. Each is much thicker than $L$, so it may be treated as a half-space. The slope is small, $h\ll L$, so boundary conditions may be imposed on a flat plane. The interface carries no shear traction, there is no mean load, and no gas is trapped.

\textit{Q.} You will need the stiffness of a half-space against a ripple. I do not want to take it on trust.

\textit{A.} Let one solid fill $z\ge0$, with $z$ the depth. Pull its surface outward with a normal traction $S\cos kx$ and no shear. I propose the stresses
\begin{align}
\sigma_{zz}&=S(1+kz)e^{-kz}\cos kx,\nonumber\\
\sigma_{xx}&=S(1-kz)e^{-kz}\cos kx,\nonumber\\
\sigma_{xz}&=S\,kz\,e^{-kz}\sin kx .
\label{stress}
\end{align}
At $z=0$ they give the required normal traction and zero shear. Forces balance along $x$, because
\begin{equation*}
\partial_x\sigma_{xx}+\partial_z\sigma_{xz}
=\left[-k(1-kz)+k(1-kz)\right]Se^{-kz}\sin kx=0,
\end{equation*}
and along $z$, because
\begin{equation*}
\partial_x\sigma_{xz}+\partial_z\sigma_{zz}
=\left[k^2z-k^2z\right]Se^{-kz}\cos kx=0 .
\end{equation*}

\textit{Q.} Balanced stresses need not belong to any displacement. Three strains must come from two displacement components.

\textit{A.} So I construct the displacement. Hooke's law and zero strain along the ripples give $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. Inserting this in the other two strains yields
\begin{align*}
\varepsilon_{xx}&=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{xx}-\nu\sigma_{zz}\right],\\
\varepsilon_{zz}&=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{zz}-\nu\sigma_{xx}\right].
\end{align*}
With the stresses (\ref{stress}) the brackets become $S(1-2\nu-kz)e^{-kz}\cos kx$ and $S(1-2\nu+kz)e^{-kz}\cos kx$. Integrate the first over $x$, and the second over $z$ from infinite depth, where the displacement vanishes. With $C=S(1+\nu)/(Ek)$,
\begin{align}
u_x&=C(1-2\nu-kz)e^{-kz}\sin kx,\nonumber\\
u_z&=-C\left[2(1-\nu)+kz\right]e^{-kz}\cos kx .
\label{disp}
\end{align}
The shear strain is the remaining condition. Differentiation gives
\begin{align*}
\partial_zu_x+\partial_xu_z
&=Ck\left[-1-(1-2\nu-kz)+2(1-\nu)+kz\right]e^{-kz}\sin kx\\
&=2Ck\,kz\,e^{-kz}\sin kx=\frac{2(1+\nu)}{E}\,\sigma_{xz},
\end{align*}
which is Hooke's law for shear. The field is therefore a solution. It is the only decaying one: the difference of two solutions has no surface traction, so no work is done on it, and its positive elastic energy must vanish.

The outward displacement of the surface is $-u_z$ at $z=0$:
\begin{equation}
u=\frac{2S}{E'k}\cos kx,\qquad E'=\frac{E}{1-\nu^2}.
\label{half}
\end{equation}

\textit{Q.} There are two solids, possibly unlike. Who decides how much each one moves?

\textit{A.} Action and reaction decide. Both surfaces feel the same tension $S\cos kx$, and each moves towards the other. I call the sum of the two displacements the closure $w$. From (\ref{half}),
\begin{equation}
w=\frac{2S}{E^*k}\cos kx,\qquad
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2}.
\label{closure}
\end{equation}
The solid with the smaller $E'$ moves more; when the Poisson's ratios differ much, this need not be the one with the smaller $E$. If one solid is rigid, $E^*$ is the $E'$ of the other; for two equal solids it is half of $E'$. It also makes no difference how the original waviness was divided between the surfaces, since the sum alone has to close.

\textit{Q.} Could some other division of the closure cost less energy?

\textit{A.} No. Let the closure have amplitude $A$, with a share $s$ taken by solid 1. By (\ref{half}) a surface displacement of amplitude $a_i$ needs a traction of amplitude $E_i'ka_i/2$. The traction grows in proportion to the displacement, which gives a factor $1/2$ in the work, and the mean of $\cos^2kx$ gives another. The energy per area of one solid is thus $E_i'ka_i^2/8$, and together
\begin{equation*}
\frac{kA^2}{8}\left[E_1's^2+E_2'(1-s)^2\right].
\end{equation*}
The bracket is least when $E_1's=E_2'(1-s)$, which is the statement of equal tractions. Then $s=E_2'/(E_1'+E_2')$, and the bracket equals $E_1'E_2'/(E_1'+E_2')=E^*$. Force balance and minimum energy agree. All this assumes no shear at the interface. For two equal solids that costs no generality, because by (\ref{disp}) both surfaces move sideways by the same amount. Unlike solids move sideways by different amounts, and if they cannot slip the energy is higher: by about 2\% for $E=150$ GPa, $\nu=0.20$ against $E=72$ GPa, $\nu=0.17$, and by about 16\% for $\nu=0.20$ against a rigid body.

\textit{Q.} Now close the gap completely. The gap contains a constant $h$ besides the cosine. What does that constant cost?

\textit{A.} Nothing. It is a rigid approach of the two solids, which strains neither. With no mean load it does no work either. The cosine must be closed elastically, with amplitude $A=h$. Hence
\begin{equation}
U_{\rm el}=\frac{E^*kh^2}{8}
=\frac{E^*h^2}{8}\,\frac{2\pi}{L}
=\frac{\pi E^*h^2}{4L}\equiv W_c .
\label{wc}
\end{equation}
The tension that holds the interface closed is $p^*\cos kx$, with
\begin{equation}
p^*=\frac{E^*kh}{2}=\frac{\pi E^*h}{L}.
\label{pstar}
\end{equation}
It pulls at the former troughs and is negative, a compression, at the crests. Its mean is zero, as the absence of a load requires.

\textit{Q.} And what does adhesion pay?

\textit{A.} Let $W$ be the energy released when unit area of the two free surfaces becomes interface. If $\gamma_1$ and $\gamma_2$ are the energies of the free surfaces and $\gamma_{12}$ that of the interface, $W=\gamma_1+\gamma_2-\gamma_{12}$. Put the energy of the widely separated, relaxed solids at zero. Full contact then has the energy per area
\begin{equation}
U_{\rm full}=W_c-W .
\label{full}
\end{equation}
It lies below separation if and only if
\begin{equation}
W>\frac{\pi E^*h^2}{4L}.
\label{criterion}
\end{equation}

\textit{Q.} The length is in the denominator. A longer ripple strains more material, so I expected it to cost more.

\textit{A.} It strains more material, but less strongly. The strain is of order $h/L$, so the energy density is of order $E^*h^2/L^2$. By (\ref{stress}) the field reaches a depth of order $L$. The product is of order $E^*h^2/L$. At fixed amplitude, doubling the wavelength halves the cost. If instead the shape is kept and $h$ grows in proportion to $L$, the cost per area grows in proportion to $L$. Amplitude matters most: halving $h$ at fixed $L$ reduces the cost fourfold. If $h$ is replaced by the peak-to-valley gap $d=2h$, the same threshold reads $\pi E^*d^2/(16L)$.

\textit{Q.} Give me a case in which the verdict is not obvious.

\textit{A.} Consider two equal silicon wafers bonded at room temperature. I take rough typical values $E=150$ GPa, $\nu=0.20$ and $W=100$ mJ/m$^2$. The ripple has $L=200$ $\mu$m and $h=16$ nm, chosen to lie near the threshold. First,
\begin{equation*}
E^*=\frac{150\ {\rm GPa}}{2(1-0.20^2)}=78.1\ {\rm GPa}.
\end{equation*}
Then
\begin{equation*}
W_c=\frac{\pi(78.1\times10^9\ {\rm Pa})(16\times10^{-9}\ {\rm m})^2}
{4(200\times10^{-6}\ {\rm m})}=78.5\ {\rm mJ/m^2},
\end{equation*}
or 0.490 eV/nm$^2$. Thus $W/W_c=1.27$, and full contact lies $100-78.5=21.5$ mJ/m$^2$ below separation. With $W$, $L$ and $E^*$ held fixed, (\ref{criterion}) is satisfied up to
\begin{equation*}
h=\sqrt{\frac{4LW}{\pi E^*}}=18.1\ {\rm nm}.
\end{equation*}
The tension amplitude (\ref{pstar}) is $p^*=19.6$ MPa.

\textit{Q.} A wafer is neither infinitely thick nor isotropic.

\textit{A.} Both effects can be sized by minimising the elastic energy numerically. I represent the displacements by polynomials in depth and leave the back face free. For wafers 725 $\mu$m thick, the change of $W_c$ at $L=200$ $\mu$m is below 0.0001\%. At $L=2$ mm the same thickness lowers the elastic cost by 30.5\%, since the strain then reaches the back face. The half-space result should not be carried over to such long ripples.

For the crystal I use the rough cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, a (001) surface, and aligned wafers. Relative to the isotropic value above, $W_c$ rises by 4.5\% when the ripple varies along [100] and by 7.1\% when it varies along [110]. These shifts also contain the choice of 150 GPa for the isotropic modulus, which is on the low side: the Hill average of these cubic constants is $E=163$ GPa, $\nu=0.22$. They do not reverse the verdict here.

\textit{Q.} Real surfaces have more than one ripple. Do the costs mix?

\textit{A.} Not in full contact. Write the closure as $w=w_0+\sum_{n\ge1}w_n\cos nkx$. Each component obeys (\ref{closure}) with $k$ replaced by $nk$, so the tension is
\begin{equation}
T=\frac{E^*k}{2}\sum_{n\ge1}n\,w_n\cos nkx .
\label{modes}
\end{equation}
The energy per area is half the mean of $Tw$. The mean of $\cos nkx\cos mkx$ vanishes for $n\ne m$ and is $1/2$ for $n=m$. Hence
\begin{equation}
U_{\rm el}=\frac12\langle Tw\rangle
=\frac{E^*k}{8}\sum_{n\ge1}n\,w_n^2 ,
\label{sum}
\end{equation}
without cross terms. A short ripple of small amplitude can therefore matter, because its cost is weighted by its wavenumber.

\textit{Q.} You have compared two states. Between them lie all the states in which the crests stick and the troughs stay open. Why should the solids choose one of your two?

\textit{A.} Nothing so far says that they do. Inequality (\ref{criterion}) ranks full contact against separation and makes no claim about a third state. That question needs the elastic field of a partly closed interface.

\section{Partial contact and the true lowest state}

\textit{Q.} Then restate what you carry over, and define the third state.

\textit{A.} The undeformed gap is $h(1+\cos kx)$, with $k=2\pi/L$. The contact modulus is $E^*$, the work of adhesion is $W$, and the elastic cost of full contact is $W_c=\pi E^*h^2/(4L)$. The tension scale is $p^*=E^*kh/2$, so $W_c=p^*h/4$. For a closure $w=w_0+\sum w_n\cos nkx$, the tension is $T=(E^*k/2)\sum n\,w_n\cos nkx$, and the elastic energy per area is $\langle Tw\rangle/2$. Mean load is still zero.

Now let every crest carry one contact strip of half-width $a$. Define
\begin{equation}
\theta=kx,\qquad \psi=\frac{\pi a}{L},\qquad \gamma=\pi-2\psi .
\label{angles}
\end{equation}
The trough is at $\theta=0$. The gap is open for $|\theta|<\gamma$ and closed for $\gamma<|\theta|\le\pi$. The contact fraction is $2a/L=2\psi/\pi$. Thus $\psi=0$ is separation and $\psi=\pi/2$ is full contact.

\textit{Q.} In the strips you know the closure, and in the gaps you know the tension. Neither is known everywhere. How do you solve that?

\textit{A.} Put both into one complex function,
\begin{equation}
F(\zeta)=\sum_{n\ge1}n\,w_n e^{in\zeta},\qquad \zeta=\theta+i\eta,\quad \eta>0 .
\label{F}
\end{equation}
On the real axis $T=(E^*k/2)\,{\rm Re}\,F$ and $dw/d\theta=-{\rm Im}\,F$. In the open part $T=0$. In contact $w$ equals $h\cos\theta$ plus a constant, so $dw/d\theta=-h\sin\theta$. The conditions are
\begin{equation}
{\rm Re}\,F=0\ \hbox{(gap)},\qquad
{\rm Im}\,F=h\sin\theta\ \hbox{(contact)},\qquad
F\to0\ \hbox{as}\ \eta\to\infty .
\label{conditions}
\end{equation}
The last one holds because the series has no $n=0$ term, which is the condition of no mean load.

Write $F/h=i\sin\zeta+X$. The first term already has the right imaginary part in contact and no real part on the axis. So $X$ must be imaginary in the gap and real in contact. Try
\begin{equation}
X=\frac{i\sin(\zeta/2)\,(A+B\cos\zeta)}{\sqrt{\cos\zeta-\cos\gamma}},
\label{X}
\end{equation}
with real $A$ and $B$, and the root with positive real part for $|\theta|<\pi$. In the gap the root is real and $X$ is imaginary. In contact the root is imaginary and $X$ is real. At $\theta=\pm\pi$ both the root and $\sin(\zeta/2)$ change sign, so $X$ is continuous from one period to the next.

\textit{Q.} Two constants are left. What fixes them?

\textit{A.} The behaviour far above the axis does. Put $t=e^{i\zeta}$, which tends to zero there, and $c=\cos\gamma$. Then
\begin{equation*}
i\sin\zeta=\frac12\left(t-\frac1t\right),\qquad
\cos\zeta=\frac12\left(t+\frac1t\right).
\end{equation*}
Also $\sin(\zeta/2)=(i/2)t^{-1/2}(1-t)$ and $\cos\zeta-c=(1-2ct+t^2)/(2t)$. Their combination is
\begin{equation*}
X=-\frac{1-t}{\sqrt2\,\sqrt{1-2ct+t^2}}
\left[A+\frac B2\left(\frac1t+t\right)\right].
\end{equation*}
The inverse root is $1+ct+\frac12(3c^2-1)t^2+\dots$. Multiplication by $1-t$ gives $1+(c-1)t+d\,t^2+\dots$, with $d=\frac12(3c^2-1)-c$. Hence
\begin{align}
X=-\frac1{\sqrt2}\Big\{&\frac{B}{2t}
+\Big[A+\frac B2(c-1)\Big]\nonumber\\
&+\Big[A(c-1)+\frac B2(d+1)\Big]t+\dots\Big\}.
\label{expand}
\end{align}
The growing term must cancel $-1/(2t)$, so $B=-\sqrt2$. The constant term must vanish, so $A=(c-1)/\sqrt2$. From (\ref{angles}), $c=-\cos2\psi$, hence $1-c=2\cos^2\psi$ and $A=-\sqrt2\cos^2\psi$. The solution is
\begin{equation}
\frac Fh=i\sin\zeta-
\frac{i\sqrt2\,\sin(\zeta/2)\,(\cos\zeta+\cos^2\psi)}
{\sqrt{\cos\zeta-\cos\gamma}} .
\label{solution}
\end{equation}

\textit{Q.} You guessed a form. Might another solution have a different energy?

\textit{A.} Not with finite elastic energy. Take the difference of two solutions. Its tension vanishes in the gap, its closure is constant in contact, and its mean tension is zero. Then $\langle Tw\rangle$ is that constant times $\langle T\rangle$, which is zero. By (\ref{sum}) every $w_n$ with $n\ge1$ vanishes.

\textit{Q.} Do the surfaces pass through each other anywhere? And where does the interface pull?

\textit{A.} For $\gamma<\theta\le\pi$ the root in (\ref{solution}), approached from above, is $-i\sqrt{\cos\gamma-\cos\theta}$. The tension is therefore
\begin{equation}
T=p^*\,\frac{\sqrt2\,\sin(\theta/2)\,(\cos\theta+\cos^2\psi)}
{\sqrt{\cos\gamma-\cos\theta}} .
\label{tension}
\end{equation}
At the edge the second factor of the numerator becomes $\cos\gamma+\cos^2\psi=\sin^2\psi>0$, so the edge is pulled. The infinity there is integrable; in a real interface the finite range of adhesion removes it. At the crest, $T=-p^*\sin\psi$, a compression.

For the remaining gap $g$, use $g=g_0-w$ with the rigid approach included in $w$. Then $dg/d\theta=-h\sin\theta+{\rm Im}\,F$, and for $0<\theta<\gamma$
\begin{equation*}
\frac{dg}{d\theta}=-h\,
\frac{\sqrt2\,\sin(\theta/2)\,(\cos\theta+\cos^2\psi)}
{\sqrt{\cos\theta-\cos\gamma}}<0 .
\end{equation*}
The gap falls steadily to zero at the edge, so it is positive inside. To integrate, set $y=\cos(\theta/2)$. Then $\cos\theta-\cos\gamma=2(y^2-\sin^2\psi)$ and $\cos\theta+\cos^2\psi=2y^2-\sin^2\psi$. Since $dy=-\frac12\sin(\theta/2)\,d\theta$,
\begin{equation*}
\frac{dg}{dy}=2h\,\frac{2y^2-\sin^2\psi}{\sqrt{y^2-\sin^2\psi}}
=2h\,\frac{d}{dy}\left(y\sqrt{y^2-\sin^2\psi}\right).
\end{equation*}
With $g=0$ at the edge, where $y=\sin\psi$,
\begin{equation}
g=2h\cos\frac\theta2\sqrt{\cos^2\frac\theta2-\sin^2\psi},
\qquad g(0)=2h\cos\psi .
\label{opening}
\end{equation}
For $\psi\to0$ this returns the original gap $2h\cos^2(\theta/2)=h(1+\cos\theta)$.

\textit{Q.} Now the energy.

\textit{A.} The tension vanishes in the gap, and in contact $w$ is $h\cos\theta$ plus a constant. The constant drops out because $\langle T\rangle=0$. So $U_{\rm el}=\frac h2\langle T\cos\theta\rangle$. If $f_1$ is the coefficient of $t$ in $F/h$, then $T$ contains $p^*f_1\cos\theta$, and $U_{\rm el}=p^*hf_1/4=W_cf_1$. The term $i\sin\zeta$ contributes $1/2$. The last bracket of (\ref{expand}), with the values of $A$ and $B$, gives the rest:
\begin{align}
f_1&=\frac12-\frac{(c-1)^2}{2}+\frac{d+1}{2}\nonumber\\
&=\frac12-\frac{c^2-2c+1}{2}+\frac{3c^2-1}{4}-\frac c2+\frac12\nonumber\\
&=\frac{(1+c)^2}{4}=\sin^4\psi ,
\label{f1}
\end{align}
because $1+c=1-\cos2\psi=2\sin^2\psi$. Adhesion pays $W$ on the contact fraction, so the total energy per nominal area is
\begin{equation}
U(\psi)=W_c\sin^4\psi-\frac{2W\psi}{\pi}.
\label{total}
\end{equation}
At $\psi=\pi/2$ it returns $W_c-W$.

\textit{Q.} So is full contact the lowest state once $W$ exceeds $W_c$?

\textit{A.} Not immediately. At $W=W_c$ both ends of the curve have $U=0$. But the slope at $\psi=0$ is $-2W/\pi$, which is negative, so some partial contact lies below both. For any $W>0$ the first narrow strip lowers the energy, as long as it is still wide compared with the edge zone set by the range of adhesion.

The stationary states follow from
\begin{equation}
\frac{dU}{d\psi}=4W_c\sin^3\psi\cos\psi-\frac{2W}{\pi}=0
\quad\Longrightarrow\quad
2\pi\sin^3\psi\cos\psi=\frac{W}{W_c}.
\label{stationary}
\end{equation}
The derivative of $\sin^3\psi\cos\psi$ is $\sin^2\psi\,(3\cos^2\psi-\sin^2\psi)$, which vanishes at $\psi=\pi/3$. The left side of the last equation rises up to that angle and then falls. Below its maximum there are two roots: the smaller is a minimum of $U$, and the larger is a barrier. The maximum is
\begin{equation}
2\pi\left(\frac{\sqrt3}{2}\right)^3\frac12
=\frac{3\sqrt3\,\pi}{8}\simeq2.04 .
\label{spont}
\end{equation}
Above $W=2.04\,W_c$ the energy falls all the way to full contact.

\textit{Q.} Between 1 and 2.04, where does full contact become the lowest?

\textit{A.} Require $W_c-W\le U(\psi)$ for every $\psi<\pi/2$. Rearranged, this is
\begin{equation}
\frac{W}{W_c}\ge\max_\psi\frac{1-\sin^4\psi}{1-2\psi/\pi}\simeq1.50 ,
\label{global}
\end{equation}
where the maximum was found numerically. This holds among states with one equal strip at each crest; I have not examined patterns that differ from crest to crest. The three ratios 1, 1.50 and 2.04 answer three questions: does full contact beat separation, does it beat partial contact as well, and is it reached without a barrier?

\textit{Q.} Which applies to your silicon wafers?

\textit{A.} Their ratio 1.27 lies between the first two. Numerical solution of (\ref{stationary}) gives $\psi=0.697$ at the minimum, hence a contact fraction of 0.444. With $\sin^4\psi=0.1695$ and one more digit in the other factors,
\begin{equation*}
U=(78.54)(0.1695)-(100)(0.4435)=-31.0\ {\rm mJ/m^2}.
\end{equation*}
Full contact has $-21.5$ mJ/m$^2$. It beats separation but loses to partial contact, whose troughs stay open by $2(16\ {\rm nm})\cos0.697=24.5$ nm. The barrier is at a contact fraction of 0.860, with $U=-14.8$ mJ/m$^2$, which is 16.3 mJ/m$^2$ above the minimum.

At fixed $W$, $L$ and $E^*$, the amplitude limit scales as the inverse root of the required ratio. The limit of 18.1 nm for beating separation becomes 14.7 nm for full contact to be lowest, and 12.6 nm for closing without a barrier.

\textit{Q.} If such a wafer pair were closed by force and then released, would it reopen?

\textit{A.} In this model it would not reopen by small steps. At $\psi=\pi/2$ the slope of $U$ is $-2W/\pi$, so opening a narrow slit raises the energy. Full contact is then metastable. The argument needs a slit wider than the zone over which adhesion acts. For a rough range of 1 nm the adhesive strength is about $W/(1\ {\rm nm})=100$ MPa, and the zone has the length scale $E^*W/(100\ {\rm MPa})^2=0.78$ $\mu$m. At the barrier the open slit is $(1-0.860)L=28$ $\mu$m wide, so the barrier itself is within the theory. The tension amplitude of 19.6 MPa is also below this strength.

\textit{Q.} How far is all this from a real bonded pair?

\textit{A.} The wafer thickness, modulus and work of adhesion are ordinary for room-temperature silicon bonding, as rough values. The 16 nm amplitude at 200 $\mu$m was picked for its closeness to the threshold and is probably large for a well-polished wafer. Real surfaces are also not smooth at short wavelengths. A ripple of 0.15 nm amplitude and 100 nm wavelength would cost, by (\ref{wc}), up to 13.8 mJ/m$^2$. Subtracting this from $W$ lowers the ratio from 1.27 to 1.10. With the crystal constants both costs rise, and the ratio becomes 1.04 for [100] and 1.01 for [110], so the margin over separation is nearly used up. If $W$ was measured on wafers with such roughness, part of this cost is already contained in it. That is an upper estimate for this ripple, since its amplitude is smaller than the range of adhesion and it need not be flattened completely. Heating changes the elastic cost only a little. A rough softening of 60 ppm/K lowers $W_c$ by 1.8\% over 300 K, at fixed shape and $W$; annealing can change $W$ itself far more. The largest slope is $kh=5\times10^{-4}$ for the long ripple and $9\times10^{-3}$ for the short one; both are small enough for the flat-plane treatment.

\textit{Q.} And air?

\textit{A.} If the troughs are vented, the air leaves them at the same pressure that presses on the wafers from outside, and the two works cancel. If the troughs are evacuated and air remains outside, the atmosphere helps to close them. Its work is the pressure times the mean gap $h$, or 1.6 mJ/m$^2$, which is small here. Sealed air is different: at constant temperature its pressure grows inversely with its volume, so the work of squeezing it to zero volume diverges, and full contact is barred unless the gas escapes or is absorbed. As a design rule, then, $h<\sqrt{4LW/(\pi E^*)}$ secures only that full contact beats separation. To make it the lowest of the states considered here, $h$ must be smaller by the factor $1/\sqrt{1.50}=0.816$, for a single one-dimensional sinusoidal ripple, vented troughs, no mean load, and wafers much thicker than $L$. The ratio 1.50 belongs to that shape. Adding $\pm0.1h\cos2kx$ to the gap moves the required $W/W_c$ to about 1.75 or 1.38, and a crossed ripple $h(\cos kx+\cos ky)$ needs more than 1.6 times its own full-contact cost. Evacuated troughs amount to a mean load of one atmosphere, which lowers the required ratio. For the silicon pair near this limit the pressure is 0.6\% of $p^*$ and the ratio falls only from 1.50 to about 1.48, so the factor 0.816 errs slightly on the safe side. For a soft solid with $p^*$ below one atmosphere the air alone closes the troughs, and the rule does not apply.

Numbers in the example were calculated in double precision.
